# Averaging string Berry phases by continuous unwrapping: polarization without branch errors

## Definitions and conventions

Consider a crystal with a polar axis of length $c$ and a transverse cell of area $S$. Wavevectors are multiplied by the lattice lengths, so $k$ along the axis and $\mathbf q=(k_x,k_y)$ across it each have period $2\pi$. One band, holding two electrons per cell, is filled and separated by a gap from the empty band at every $(k,\mathbf q)$. The electron charge is $-e$.

The Bloch vector $u(k)$ has one component per orbital. The orbital position $\tau$ (in units of $c$) is kept in the Bloch phase, so that $u_\tau(k+2\pi)=e^{-2\pi i\tau}u_\tau(k)$. A string is the closed line of $k$ at fixed $\mathbf q$. With points $k_j$ at spacing $\delta$, its Berry phase is

$$\varphi(\mathbf q)=-\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle ,$$

where the last vector is the first one multiplied by the factors $e^{-2\pi i\tau}$. An arbitrary phase on any $u_j$ cancels, because $u_j$ appears once as a bra and once as a ket.

For small $\delta$, $\langle u_j|u_{j+1}\rangle\simeq1-i\delta\mathcal A$ with $\mathcal A=i\langle u|\partial_ku\rangle$, so $\varphi\to\oint\mathcal A\,dk$. Exchanging the two ends of a link conjugates the overlap, so the phase of a link is odd in $\delta$ about its midpoint. Its error is therefore of order $\delta^3$, and that of the whole string is of order $\delta^2$.

The phase is a position. The Wannier amplitude in cell $R$ is $w_{R\tau}=\frac1{2\pi}\oint e^{ik(R+\tau)}u_\tau dk$. Multiplying by $R+\tau$ is the same as applying $-i\partial_k$ to the exponential. Integration by parts moves the derivative to $i\partial_ku_\tau$, without a boundary term because the integrand is periodic. Summing over $R$ and $\tau$ then gives

$$\frac{\bar z}{c}=\sum_{R\tau}w^*_{R\tau}(R+\tau)w_{R\tau}=\frac1{2\pi}\oint\mathcal A\,dk=\frac{\varphi}{2\pi}.$$

I measure polarization from a centrosymmetric parent whose phase is $\pi/2$ on every string, and I hold the ions fixed. Two electrons of charge $-e$ in a volume $Sc$, displaced by $c(\langle\varphi\rangle-\pi/2)/2\pi$, give

$$P=-\frac{2e}{S}\,\frac{\langle\varphi\rangle-\pi/2}{2\pi},$$

where $\langle\cdot\rangle$ is the average over $\mathbf q$. The difficulty is that a computer returns only the principal value $p(\mathbf q)\in[-\pi,\pi)$.

## What the naive average does

Write $\varphi=p+2\pi n(\mathbf q)$ with integer $n$. Then

$$\langle p\rangle-\langle\varphi\rangle=-2\pi\langle n\rangle .$$

If $n$ is the same on all strings, the error is a whole number of quanta $2e/S$, which is harmless. If the surface crosses the cut at $\pm\pi$, $\langle n\rangle$ is a difference of area fractions and is in general not an integer. A finer mesh only determines these fractions better.

To decide which $\varphi$ belongs in the average, follow the charge. Change the Hamiltonian slowly with a parameter $\lambda$. At fixed $k$, write the state as $u_-+\eta u_+$ times the dynamical phase of the lower level. Projecting the Schrödinger equation on $u_+$ gives, to first order in $\dot\lambda$,

$$\eta=\frac{i\hbar\dot\lambda\langle u_+|\partial_\lambda u_-\rangle}{E_+-E_-}.$$

The velocity operator is $(c/\hbar)\partial_kH$. Its diagonal part, $\partial_kE_-$, integrates to zero over the string. For the rest, use $\langle u_-|\partial_kH|u_+\rangle=-(E_+-E_-)\langle\partial_ku_-|u_+\rangle$. The energy denominator cancels, leaving

$$v=c\dot\lambda\left[-i\langle\partial_ku_-|u_+\rangle\langle u_+|\partial_\lambda u_-\rangle+\text{c.c.}\right]=c\dot\lambda F,\qquad F=-2\,\mathrm{Im}\langle\partial_\lambda u_-|\partial_ku_-\rangle .$$

The missing term with $u_-$ in the middle is a product of two imaginary numbers, hence real, and does not contribute to the imaginary part. Differentiating the Berry phase gives the same quantity:

$$\partial_\lambda\varphi=\oint(\partial_\lambda\mathcal A-\partial_k\mathcal A_\lambda)\,dk=\oint F\,dk,\qquad \mathcal A_\lambda=i\langle u|\partial_\lambda u\rangle,$$

because $\mathcal A_\lambda$ is periodic in $k$. The transported charge is thus the integral of $\partial_\lambda\varphi$, which has no branch. While the gap stays open, $F$ is smooth in $\mathbf q$. Starting from the uniform parent, the integrated phase is therefore continuous and periodic in $\mathbf q$. Two such branches differ by a continuous function with values in $2\pi\mathbb Z$, which is a constant. The branch to average is the continuous one, and a single global integer remains.

## A phase surface that defeats a fixed cut

Place site A at $0$ and site B at $c/2$, with energies $\pm m\sin\theta$. Let the hopping within the cell be $(T+m\cos\theta)/2$ and that to the next cell $(T-m\cos\theta)/2$. Their Bloch factors $e^{\pm ik/2}$ combine to

$$H_{AB}=T\cos\tfrac k2+i\,m\cos\theta\sin\tfrac k2 .$$

With $C=\cos(k/2)$ and $s=\sin(k/2)$, this is $H=\mathbf d\cdot\boldsymbol\sigma$, where $\mathbf d=(TC,\,-m\cos\theta\,s,\,m\sin\theta)$. The levels are $\pm E$ with

$$E^2=T^2C^2+m^2\cos^2\theta\,s^2+m^2\sin^2\theta=m^2+C^2(T^2-m^2\cos^2\theta).$$

For $T\ge m$ the smallest gap is $2m$, reached at $k=\pi$, whatever $\theta$ is.

Take $\lambda=\theta$. Perturbation theory turns $F$ into $-2\,\mathrm{Im}[\langle-|\partial_\theta H|+\rangle\langle+|\partial_kH|-\rangle]/4E^2$. Replace $|+\rangle\langle+|$ by $1-|-\rangle\langle-|$; the subtracted term is real. The identity $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ and $\langle-|\boldsymbol\sigma|-\rangle=-\mathbf d/E$ then give

$$F=\frac{\mathbf d\cdot(\partial_\theta\mathbf d\times\partial_k\mathbf d)}{2E^3}.$$

The derivatives are $\partial_\theta\mathbf d=(0,\,m\sin\theta\,s,\,m\cos\theta)$ and $\partial_k\mathbf d=\frac12(-Ts,\,-m\cos\theta\,C,\,0)$. Their cross product is $\frac12(m^2\cos^2\theta\,C,\,-Tm\cos\theta\,s,\,Tm\sin\theta\,s^2)$. Its product with $\mathbf d$ is $\frac12Tm^2[\cos^2\theta(C^2+s^2)+\sin^2\theta\,s^2]$. Hence

$$g(\theta)\equiv\frac{d\varphi}{d\theta}=\frac{Tm^2}{4}\oint\frac{\cos^2\theta+\sin^2\theta\,\sin^2(k/2)}{E^3}\,dk>0 .$$

This slope is even in $\theta$ and has period $\pi$, so it is a constant $g_0$ plus cosines of $2n\theta$. The constant is the number of turns of $\varphi$ per turn of $\theta$, an integer that cannot change while the gap is open. At $T=m$, $E\ge m$ and the numerator is at most 1, so $0<g\le2\pi/4<2$. The integer is therefore 1.

At $\theta=0$ the bond inside the cell is the stronger one. Inversion about its centre allows only $\varphi=\pm\pi/2$. At $T=m$ the other bond vanishes and the electron sits at $c/4$; raising $T$ does not close the gap, so $\varphi(0)=\pi/2$. Thus

$$\varphi=\frac\pi2+\theta+\sum_{n\ge1}a_n\sin2n\theta,\qquad a_n=\frac1{2\pi n}\int_0^{2\pi}g\cos2n\theta\,d\theta .$$

Now let $\theta$ depend on the string:

$$\theta(\mathbf q)=\theta_0+A_1\cos k_x+A_2\cos k_y .$$

The surface has no winding, yet large amplitudes make it span more than $2\pi$. The continuous average follows from $\langle e^{2inA\cos k}\rangle=J_0(2nA)$:

$$\langle\varphi\rangle=\frac\pi2+\theta_0+\sum_na_n\sin(2n\theta_0)J_0(2nA_1)J_0(2nA_2).$$

The parent is $\theta=0$ everywhere, and the path is $\lambda\theta(\mathbf q)$ with $0\le\lambda\le1$. Since $\varphi-\pi/2$ is odd in $\theta$, reversing the sign of $\theta$ reverses $P$.

## The scheme

Let $W(x)$ reduce $x$ to $[-\pi,\pi)$. For neighbouring strings, $p_2-p_1$ differs from the true step $\varphi_2-\varphi_1$ by a multiple of $2\pi$. If the true step is smaller than $\pi$ in magnitude, then $W(p_2-p_1)$ equals it. This leads to the following procedure.

1. Compute $p$ on a periodic $N\times N$ mesh, and the reduced steps $W(\Delta p)$ in both directions.
2. Add the steps around each plaquette and around each transverse cycle. All sums must vanish.
3. Starting from one corner, sum the steps along one edge and then across the mesh. With all loop sums zero, the order of summation does not matter.
4. Average the surface.
5. Repeat along $\lambda$ in steps over which the average moves by less than $\pi$, choosing each time the multiple of $2\pi$ nearest to the previous average.

Step 5 fixes the global integer for the chosen path. Another insulating path may give an answer that differs by whole quanta.

The loop sums are necessary but not sufficient. Here $H(-k,-\mathbf q)=H(k,\mathbf q)^*$, and reversing a conjugated string leaves its link product unchanged, so $\varphi(-\mathbf q)=\varphi(\mathbf q)$. Because only the cosines of $k_x$ and $k_y$ enter this model, $\varphi$ is also even in each of them separately. Along any row or column, a step that is too long on the way out is then matched by one on the way back, and the two false reductions cancel. A bound on the slope closes this gap. Since $|\cos(k+h)-\cos k|\le2\sin(h/2)$, a mesh is safe if

$$2\,g_{\max}\max(A_1,A_2)\sin(\pi/N)<\pi .$$

Where no such bound is known, the mesh should be refined until the phase differences between common strings stop changing by multiples of $2\pi$. This is evidence, not proof.

## Worked example

Take $S=0.52\times0.50\ \mathrm{nm^2}$, $c=0.50$ nm, $T=3.00$ eV and $m=2.75$ eV, so the gap is 5.50 eV. The surface has $\theta_0=-1.0$, $A_1=2.8$ and $A_2=1.4$ rad. Numerical integration of $g$ gives $a_1=0.2139$, $a_2=0.0166$, $a_3=0.0017$ rad and $g_{\max}=1.506$.

Link products with 80 points per string were computed on $60\times60$ strings. For six values of $\theta$ between 0.2 and 1.3 rad, their largest deviation from the integrated slope is $7.7\times10^{-5}$ rad, against $3.1\times10^{-4}$ rad with 40 points. The ratio of 4 is that of a second-order error. Along the row $k_y=0$ the phases are:

| $k_x$ (deg) | $p$ (rad) | $\varphi$ (rad) |
|---:|---:|---:|
| 0 | −1.483 | 4.800 |
| 30 | −2.032 | 4.252 |
| 60 | −2.995 | 3.288 |
| 90 | 2.142 | 2.142 |
| 120 | 0.389 | 0.389 |
| 150 | −0.301 | −0.301 |
| 180 | −0.615 | −0.615 |

Between 60° and 90° the principal value jumps by $+5.137$ rad. Reduction gives $5.137-6.283=-1.146$ rad, which is the true step $2.142-3.288$.

The whole surface runs from −3.467 to 4.800 rad, a range of 8.267 rad. Its average, measured from the parent, is −0.9991 rad. The Bessel formula gives the same value, as does the branch-free integral of $F$ over $\lambda$ and the three-dimensional zone (24 Gauss points in $\lambda$, $24\times24\times40$ wavevectors). The quantum is $2e/S=123.24\ \mathrm{\mu C/cm^2}$, hence

$$P=123.24\times\frac{0.9991}{6.2832}=19.6\ \mathrm{\mu C/cm^2}.$$

The other averages, on the same strings, are:

| average | shift (rad) | $P$ ($\mathrm{\mu C/cm^2}$) |
|---|---:|---:|
| continuous branch | −0.999 | 19.6 |
| principal, origin at A | −1.687 | 33.1 |
| principal, origin at B | 1.696 | −33.3 |
| centred on circular mean | −4.071 | 79.8 |

None of the last three differs from the first by a multiple of 123.24.

**Origin at A.** Since $\varphi$ increases with $\theta$, and the sine terms vanish at multiples of $\pi/2$, the cuts $\varphi=\pm\pi$ lie exactly at $\theta=\pi/2$ and $\theta=-3\pi/2$. On the mesh, 14.92 % of the strings lie above the upper cut and 3.97 % below the lower one. The bias is $-2\pi(0.1492-0.0397)=-0.688$ rad. The areas themselves, from a one-dimensional integral over $k_y$, are 14.93 % and 4.06 %, so the bias of an infinitely fine mesh is −0.683 rad. Refinement does not remove it.

**Origin at B.** Moving the origin by $c/2$ subtracts $\pi$ from every phase, including the parent's. The continuous shift is unchanged, but the cut now crosses other strings. The surface runs from −6.61 to 1.66 rad, so only the lower cut matters. The bias of $1.696+0.999=2.695$ rad means that $2.695/2\pi=43$ % of the strings lie below it.

**Circular mean.** Here the cut is placed opposite $\arg\langle e^{i\varphi}\rangle$. This works whenever all phases lie within $\pi$ of that centre, because then no string is cut off from the rest. Neglecting the small $a_n$,

$$\langle e^{i\varphi}\rangle\simeq i\,e^{i\theta_0}J_0(A_1)J_0(A_2).$$

$J_0(2.8)$ is negative, since 2.8 lies between the first two zeros of $J_0$ (2.40 and 5.52), while $J_0(1.4)$ is positive. The circular mean therefore points opposite to the true average, and the cut passes close to the true average. About half of the strings are displaced by $2\pi$, and the error is close to half a quantum: $79.85-19.60=60.25\ \mathrm{\mu C/cm^2}$.

A fixed cut can still give the right average by accident, if the areas displaced up and down are equal.

## A coarse mesh that passes the loop sums

The slope bound gives 3.23 rad for $N=8$ and 2.88 rad for $N=9$, so $9\times9$ is the smallest mesh it allows. Consider instead $3\times3$, where the cosines are $1,-\frac12,-\frac12$. The first step along $k_x$ changes $\theta$ by $-1.5\times2.8=-4.2$ rad. The sine terms alter this by at most about $2(a_1+a_2+a_3)=0.46$ rad, so the true step is between −4.7 and −3.7 rad in every row. Reduction adds $2\pi$ to it. The step back is falsified in the opposite sense, and the cycle sum is zero. Steps along $k_y$ are at most about $2.1+0.46$ rad and are reduced correctly, so the plaquette sums vanish too.

Two thirds of the strings are nevertheless displaced by $2\pi$. The average is wrong by $4\pi/3$, equivalent to −2.094 rad, or one third of a quantum ($41\ \mathrm{\mu C/cm^2}$).

## When no continuous branch exists

If $\theta=k_x+0.5\cos k_y$, the phase grows by $2\pi$ around the $k_x$ cycle. The cycle sum reports this Chern number. A branch can be continuous only on a cut-open zone, and its average depends on where the zone is cut: for $\varphi=k_x$ on $[\kappa,\kappa+2\pi)$ it is $\kappa+\pi$. Time reversal excludes this case here, because an even phase has a winding equal to minus itself.

The second obstruction is a closed gap. Replace $m\cos\theta$ by $m(\cos k_x-0.3)$ and $m\sin\theta$ by $m(\cos k_y-0.2)$. Both vanish at four values of $\mathbf q$, where the gap closes at $k=\pi$. Around each such point $\theta$, and with it $\varphi$, turns by $\pm2\pi$, and the enclosing plaquette has a nonzero sum. On a coarse mesh the same signal can come from undersampling, so refinement is the first response. If the residue persists, the assumption of an insulator has failed. The converse does not hold: with $m(1-\cos k_y)$ in place of $m\sin\theta$ the gap closes at $k_y=0$, $\cos k_x=0.3$, but $\theta$ stays within $[0,\pi]$ and makes no turn, so on a mesh that misses these points the sums can all vanish. The gap must be checked separately.

## Relation to hafnia capacitors

The cell and gap are roughly those of ferroelectric hafnia, whose polarization is of the order of tens of $\mathrm{\mu C/cm^2}$. The phase surface is constructed and is not hafnia's: $\cos\theta(\mathbf q)$ with an amplitude of 2.8 rad requires hopping to distant transverse cells. The agreement in size of $19.6\ \mathrm{\mu C/cm^2}$ has no material significance.

Holding the ions fixed leaves out a large contribution. Four oxygens of nominal charge $2e$, displaced by roughly 0.05 nm in the cell volume of $0.13\ \mathrm{nm^3}$, contribute about $49\ \mathrm{\mu C/cm^2}$, more than the model's whole result. At 3 MV/cm, a relative permittivity of roughly 30 adds $\varepsilon_0(\varepsilon_r-1)\mathcal E=7.7\ \mathrm{\mu C/cm^2}$. Thermal excitation across the gap is negligible at 400 K, with $e^{-E_g/2k_BT}\approx2\times10^{-35}$. The field drops 0.15 eV per cell, far below the gap. Stepping the Schrödinger equation through a $\sin^2$ pulse of this peak field, 55 fs long, which carries an electron starting at $k=0$ once around the string, leaves it in the upper band with probability below $10^{-12}$ for 13 values of $\theta$ between 0 and $\pi$. So small a value depends on the smooth rise and fall: the same field switched on and off abruptly leaves about $10^{-4}$. These two estimates describe a perfect crystal; real films also conduct through defects, which the model omits, as it does electron interaction and the other bands.

For several filled bands, each overlap becomes the determinant of the overlap matrix. A rotation among the filled states multiplies neighbouring determinants by conjugate phases, which cancel, and $\ln\det(1-i\delta\mathcal A)\simeq-i\delta\,\mathrm{tr}\mathcal A$ shows that the result is the summed phase. The unwrapping applies to it unchanged, provided that the filled bands are separated from the empty ones on every string and along the whole path in $\lambda$, and that the summed phase does not wind around a transverse cycle.
